# Why neutral LDA atoms have no Rydberg series: a program that tests the result

```python
# Result under test: the exchange-only LDA potential of the neutral neon atom
# decays exponentially and binds finitely many s states; the same core with a
# tail -e^2/(4 pi eps0 r) binds an unending Rydberg series.
# Internal units: length a0 (Bohr radius), energy E_h (hartree).
# Printed units: nm and eV.
# Symbols: r radius, u = r*R(r) radial function, n density, rho = 4 pi r^2 n,
# charge(r) = -r*v(r) effective charge of a potential v,
# kappa = sqrt(-2 m eps_2p)/hbar, delta = quantum defect.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import roots_jacobi, eval_legendre, spherical_jn
from pyscf.dft import libxc

A0 = sc.physical_constants["Bohr radius"][0] * 1e9
EH = sc.physical_constants["Hartree energy in eV"][0]
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # eV nm
assert abs(COULOMB / (A0 * EH) - 1) < 1e-7
Z = 10


class RadialGrid:
    """Legendre-Lobatto collocation on 0 < r < r_max, u = 0 at both ends.
    Vectors hold sqrt(weight)*u; kin is the matrix of -(1/2) d^2/dr^2."""

    def __init__(self, degree, scale, r_max):
        x = roots_jacobi(degree - 1, 1, 1)[0]
        ratio = 2 * scale / r_max
        jac = scale * (2 + ratio) / (1 - x + ratio) ** 2
        self.r = scale * (1 + x) / (1 - x + ratio)
        norm = degree * (degree + 1)
        self.w = jac * 2 / (norm * eval_legendre(degree, x) ** 2)
        gap = x[:, None] - x[None, :]
        np.fill_diagonal(gap, 1.0)
        sign = np.where(np.arange(len(x)) % 2 == 0, 1.0, -1.0)
        self.kin = np.outer(sign / jac, sign / jac) / gap ** 2
        np.fill_diagonal(self.kin, norm / (6 * (1 - x ** 2) * jac ** 2))


def vx_lda(n):
    return -(3 * n / np.pi) ** (1 / 3)


# LDA exchange potential from the plane-wave exchange hole of the uniform gas
t_end = 200.0
hole_integral = quad(lambda t: spherical_jn(1, t) ** 2 / t, 0, t_end,
                     limit=1000)[0] + 1 / (4 * t_end ** 2)


def exchange_energy_density(n):
    k_fermi = (3 * np.pi ** 2 * n) ** (1 / 3)
    return -9 * np.pi * n ** 2 / k_fermi ** 2 * hole_integral


step = 1e-4
slope = (exchange_energy_density(0.3 + step)
         - exchange_energy_density(0.3 - step)) / (2 * step)
assert abs(slope / vx_lda(0.3) - 1) < 1e-5

# LDA correlation is weaker than LDA exchange at all densities sampled
dens = np.logspace(-9, 1, 60)
vc = libxc.eval_xc(",lda_c_pw", dens, 0, deriv=1)[1][0]
corr_ratio = np.max(np.abs(vc / vx_lda(dens)))
assert corr_ratio < 1

# Self-consistent neon atom, exchange-only LDA
R_ATOM = 40.0
grid = RadialGrid(140, 4.0, R_ATOM)
r, w = grid.r, grid.w
root_w = np.sqrt(w)


def multipole(f, k):
    """r * integral of f(r') r_<^k / r_>^(k+1) over r'."""
    op = grid.kin + np.diag(k * (k + 1) / (2 * r ** 2))
    inner = np.linalg.solve(op, root_w * (2 * k + 1) * f / (2 * r)) / root_w
    moment = np.sum(w * f * r ** k)
    return inner + moment * r ** (k + 1) / R_ATOM ** (2 * k + 1)


charge = 1 + (Z - 1) * np.exp(-r)
old_levels = np.zeros(3)
kin_p = grid.kin + np.diag(1 / r ** 2)
for cycle in range(100):
    e_s, c_s = np.linalg.eigh(grid.kin - np.diag(charge / r))
    e_p, c_p = np.linalg.eigh(kin_p - np.diag(charge / r))
    levels = np.array([e_s[0], e_s[1], e_p[0]])
    change = np.max(np.abs(levels - old_levels))
    old_levels = levels
    u1, u2, up = c_s[:, 0] / root_w, c_s[:, 1] / root_w, c_p[:, 0] / root_w
    rho = 2 * u1 ** 2 + 2 * u2 ** 2 + 6 * up ** 2
    n = rho / (4 * np.pi * r ** 2)
    hartree_charge = multipole(rho, 0)
    net_charge = Z - hartree_charge
    charge = 0.5 * charge + 0.5 * (net_charge - r * vx_lda(n))
assert change < 1e-7

kinetic = (2 * c_s[:, 0] @ grid.kin @ c_s[:, 0]
           + 2 * c_s[:, 1] @ grid.kin @ c_s[:, 1]
           + 6 * c_p[:, 0] @ kin_p @ c_p[:, 0])
total = (kinetic + np.sum(w * rho * (-Z + hartree_charge / 2) / r)
         + 0.75 * np.sum(w * rho * vx_lda(n)))
virial = -total / kinetic
assert abs(virial - 1) < 1e-6
assert np.min(charge) > -1e-5

# Net electrostatic potential comes only from electrons farther out than r
rho_of = CubicSpline(r, rho)
outside = quad(lambda s: (1 - 2.0 / s) * rho_of(s), 2.0, 25.0, limit=400)[0]
assert abs(outside - CubicSpline(r, net_charge)(2.0)) < 1e-4

# Exponential tail of the LDA exchange potential
kappa = np.sqrt(-2 * levels[2])
near = r < 18
log_n = CubicSpline(r[near], np.log(n[near]))
r_a, r_b = 0.4 / A0, 0.6 / A0
log_ratio = np.log(vx_lda(np.exp(log_n(r_a))) / vx_lda(np.exp(log_n(r_b))))


def tail_shape(s):
    return np.exp(-kappa * s) * (1 + 1 / (kappa * s)) / s


log_ratio_tail = 2 / 3 * np.log(tail_shape(r_a) / tail_shape(r_b))
assert abs(log_ratio - log_ratio_tail) < 0.03

# Potential of the orbital exchange hole: it has a Coulomb tail
hole = 3 * up ** 2 * multipole(up ** 2, 0) + 1.2 * up ** 2 * multipole(up ** 2, 2)
for ua in (u1, u2):
    hole = hole + 2 * ua * up * multipole(ua * up, 1)
    for ub in (u1, u2):
        hole = hole + ua * ub * multipole(ua * ub, 0)
hole_charge = CubicSpline(r[near], (hole / (rho / 2))[near])
r2_2p = np.sum(w * up ** 2 * r ** 2)
assert abs(hole_charge(r_b) - (1 + 0.4 * r2_2p / r_b ** 2)) < 2e-3


# Three potentials with the same core, and LDA with correlation added
def make_charge(values):
    spline = CubicSpline(np.r_[0.0, r, R_ATOM], np.r_[float(Z), values, 0.0])
    return lambda s: np.where(s < R_ATOM, spline(np.minimum(s, R_ATOM)), 0.0)


q_lda = make_charge(charge)
scan = np.linspace(0.01, 30, 20000)
above = q_lda(scan) > 1
assert np.sum(above[1:] != above[:-1]) == 1
r_join = brentq(lambda s: float(q_lda(s)) - 1, 0.01, 30)
damping = 1.0 / A0


def q_tail(s):
    return np.maximum(q_lda(s), 1.0)


def q_damped(s):
    return np.where(s < r_join, q_lda(s),
                    np.exp(-np.maximum(s - r_join, 0) / damping))


vc_atom = libxc.eval_xc(",lda_c_pw", n, 0, deriv=1)[1][0]
q_corr = make_charge(charge - r * vc_atom)

boxes_nm = [1, 4, 16, 64]
R_END = boxes_nm[-1] / A0


def zero_energy_nodes(q):
    start = 1e-6
    sol = solve_ivp(lambda s, y: [y[1], -2 * float(q(s)) / s * y[0]],
                    (start, R_END), [start - Z * start ** 2, 1 - 2 * Z * start],
                    method="DOP853", rtol=1e-9, atol=1e-12,
                    events=lambda s, y: y[0])
    return sol.t_events[0], sol.y[:, -1]


potentials = {"LDA": q_lda, "tail": q_tail, "damped": q_damped}
nodes, ends, counts = {}, {}, {}
for name, q in potentials.items():
    nodes[name], ends[name] = zero_energy_nodes(q)
    counts[name] = []
for box in boxes_nm:
    box_grid = RadialGrid(360, 10.0, box / A0)
    for name, q in potentials.items():
        spectrum = np.linalg.eigvalsh(
            box_grid.kin - np.diag(q(box_grid.r) / box_grid.r))
        found = int(np.sum(spectrum < 0))
        assert found == int(np.sum(nodes[name] < box / A0))
        counts[name].append(found)
        if name == "tail":
            tail_levels = spectrum[:found]

# Finite potentials: count saturates and no further node can follow
for name in ("LDA", "damped"):
    assert counts[name][2] == counts[name][3]
    assert ends[name][0] * ends[name][1] > 0
nodes_corr, end_corr = zero_energy_nodes(q_corr)
assert end_corr[0] * end_corr[1] > 0
assert all(np.diff(counts["tail"]) > 0)
scattering_length = R_END - ends["LDA"][0] / ends["LDA"][1]

# Each interval between nodes needs a weighted strength above one
edges = np.r_[0.0, nodes["LDA"]]
strengths = []
for a, b in zip(edges[:-1], edges[1:]):
    value = quad(lambda s: 2 * float(q_lda(s)) * (1 - a / s),
                 max(a, 1e-9), min(b, R_ATOM), limit=400)[0]
    assert value > 1
    strengths.append(value)
last = edges[-1]
left_over = 0.0
if last < R_ATOM:
    left_over = quad(lambda s: 2 * float(q_lda(s)) * (1 - last / s),
                     last, R_ATOM, limit=400)[0]
bound = 2 * np.sum(w * charge)
assert len(nodes["LDA"]) < bound

# Coulomb tail: node spacing pi, and one quantum defect from two roads
phase = np.sqrt(8 * nodes["tail"])
spacing = phase[-1] - phase[-2]
assert abs(spacing / np.pi - 1) < 2e-3
delta_nodes = len(phase) + 0.25 - (phase[-1] + 3 / (8 * phase[-1])) / np.pi
number = np.arange(1, len(tail_levels) + 1)
defect = number - 1 / np.sqrt(-2 * tail_levels)
e9, e12, d9, d12 = tail_levels[8], tail_levels[11], defect[8], defect[11]
delta_levels = d12 - e12 * (d12 - d9) / (e12 - e9)
assert abs(delta_nodes - delta_levels) < 2e-3

print(f"Bohr radius a0 = {A0:.7f} nm")
print(f"hartree E_h = {EH:.5f} eV")
print(f"e^2/(4 pi eps0) = {COULOMB:.6f} eV nm")
print(f"largest |v_c/v_x|, LDA, sampled densities = {corr_ratio:.3f}")
print("Neon, exchange-only LDA, self-consistent:")
print(f"total energy = {total * EH:.2f} eV = {total:.4f} E_h")
print(f"virial ratio -E/T = {virial:.8f}")
for label, level in zip(("1s", "2s", "2p"), levels):
    print(f"level {label} = {level * EH:.3f} eV")
print(f"kappa = {kappa / A0:.3f} 1/nm")
print(f"decay length of v_x, 3/(2 kappa) = {1.5 / kappa * A0:.4f} nm")
print("r(nm) n(1/nm^3) v_x v_es v_hole Coulomb (eV):")
net_of = CubicSpline(r, net_charge)
for radius in (0.2, 0.4, 0.6):
    s = radius / A0
    dens_s = np.exp(log_n(s))
    print(f"{radius:.1f} {dens_s / A0 ** 3:.3e} {vx_lda(dens_s) * EH:.5f} "
          f"{-net_of(s) / s * EH:.3e} {-hole_charge(s) / s * EH:.4f} "
          f"{-COULOMB / radius:.4f}")
print(f"ln[v_x(0.4 nm)/v_x(0.6 nm)], computed = {log_ratio:.4f}")
print(f"same from the 2p tail formula = {log_ratio_tail:.4f}")
print(f"<r^2> of 2p = {r2_2p * A0 ** 2:.6f} nm^2")
print(f"-r v_hole/(e^2/4 pi eps0) at 0.6 nm = {hole_charge(r_b):.5f}")
print(f"Coulomb tail joined at r = {r_join * A0:.4f} nm")
print(f"damping length of damped tail = {damping * A0:.1f} nm")
print("box(nm), s levels below zero: LDA, Coulomb tail, damped:")
for i, box in enumerate(boxes_nm):
    print(f"{box:3d} {counts['LDA'][i]:3d} {counts['tail'][i]:3d} "
          f"{counts['damped'][i]:3d}")
print(f"LDA count, all space = {len(nodes['LDA'])}")
print(f"LDA count with PW92 correlation added = {len(nodes_corr)}")
print("LDA zero-energy nodes (nm):",
      " ".join(f"{a * A0:.5f}" for a in nodes["LDA"]))
print("interval strengths:", " ".join(f"{a:.3f}" for a in strengths))
print(f"strength left beyond last node = {left_over:.3f}")
print(f"upper bound on LDA count = {bound:.2f}")
print(f"LDA s scattering length = {scattering_length * A0:.4f} nm")
print(f"last node spacing in sqrt(8r/a0), over pi = {spacing / np.pi:.5f}")
print("Coulomb-tail s levels: n, energy (eV), quantum defect:")
for i in range(2, 9):
    print(f"{number[i]} {tail_levels[i] * EH:.5f} {defect[i]:.4f}")
print(f"threshold defect from levels = {delta_levels:.4f}")
print(f"threshold defect from nodes = {delta_nodes:.4f}")
print("all good")
```

Printed output:

```
Bohr radius a0 = 0.0529177 nm
hartree E_h = 27.21139 eV
e^2/(4 pi eps0) = 1.439965 eV nm
largest |v_c/v_x|, LDA, sampled densities = 0.819
Neon, exchange-only LDA, self-consistent:
total energy = -3469.20 eV = -127.4907 E_h
virial ratio -E/T = 1.00000000
level 1s = -822.729 eV
level 2s = -34.451 eV
level 2p = -12.056 eV
kappa = 17.789 1/nm
decay length of v_x, 3/(2 kappa) = 0.0843 nm
r(nm) n(1/nm^3) v_x v_es v_hole Coulomb (eV):
0.2 9.351e-01 -1.38661 -1.010e-02 -7.7526 -7.1998
0.4 1.612e-04 -0.07717 -1.983e-06 -3.6405 -3.5999
0.6 5.380e-08 -0.00535 -6.950e-10 -2.4101 -2.3999
ln[v_x(0.4 nm)/v_x(0.6 nm)], computed = 2.6683
same from the 2p tail formula = 2.6701
<r^2> of 2p = 0.003714 nm^2
-r v_hole/(e^2/4 pi eps0) at 0.6 nm = 1.00425
Coulomb tail joined at r = 0.0733 nm
damping length of damped tail = 1.0 nm
box(nm), s levels below zero: LDA, Coulomb tail, damped:
  1   2   4   4
  4   2   8   5
 16   2  16   6
 64   2  32   6
LDA count, all space = 2
LDA count with PW92 correlation added = 3
LDA zero-energy nodes (nm): 0.01145 0.06474
interval strengths: 3.397 3.109
strength left beyond last node = 1.427
upper bound on LDA count = 12.38
LDA s scattering length = -2.8673 nm
last node spacing in sqrt(8r/a0), over pi = 1.00004
Coulomb-tail s levels: n, energy (eV), quantum defect:
3 -4.36958 1.2354
4 -1.76639 1.2247
5 -0.95290 1.2213
6 -0.59545 1.2199
7 -0.40713 1.2191
8 -0.29587 1.2187
9 -0.22469 1.2184
threshold defect from levels = 1.2175
threshold defect from nodes = 1.2175
all good
```
